# Collapse of embedded mean-field theory in H₂ and its block-orthogonal cure

## Problem

Embedded mean-field theory (EMFT) treats part of a molecule at a higher mean-field level by splitting the one-particle density matrix into blocks. Work in atomic units with a closed shell of $N$ electrons and real atomic orbitals (AOs) $\phi_\mu$, divided into sets A and B, with overlap matrix $S$. A single determinant has $DSD=2D$ and $\operatorname{Tr}DS=N$. The energy is

$$E[D]=E_{\rm low}[D]+E_{\rm high}[D_A]-E_{\rm low}[D_A],\qquad D_A=LDL^{T},$$

where the matrix $L$ maps full coefficient vectors onto A coefficients. AO blocking takes $L=(1\;\;0)$, so $D_A=D_{AA}$. The high level is Hartree–Fock (HF), with exchange integrals inside A alone; the low level is exchange-only LDA. The system is H₂ at $R=1.4$ bohr, one atom per block, in STO-3G, cc-pVDZ and aug-cc-pVDZ.

(a) Find $E[D]$ and its Fock matrix. (b) How many electrons can $D_{AA}$ appear to hold? (c) Is the lowest state physical in each basis? (d) Orthogonalise B against A and answer (b) and (c) again.

## The functional

Both levels share the one-electron and Coulomb terms, $\operatorname{Tr}hD+\tfrac12\operatorname{Tr}DJ[D]$. Each spin carries $D/2$ and contributes $-\tfrac12\operatorname{Tr}\tfrac D2K[\tfrac D2]$ to HF exchange, with $K[D]_{\mu\nu}=\sum_{\kappa\lambda}(\mu\kappa|\nu\lambda)D_{\kappa\lambda}$; the two spins give $-\tfrac14\operatorname{Tr}DK[D]$. LDA exchange is $-C_x\int\rho^{4/3}$ with $C_x=\tfrac34(3/\pi)^{1/3}=0.738559$. The shared terms cancel in the difference, so

$$E=E_{\rm LDA}[D]+\Delta,\qquad \Delta=-\tfrac14\operatorname{Tr}D_AK[D_A]+C_x\!\int\!\rho_A^{4/3},$$

with $\rho_A=\sum_{\mu\nu\in A}\phi_\mu (D_A)_{\mu\nu}\phi_\nu$. An empty A gives LDA and a complete A gives HF.

The exchange term is a symmetric quadratic form, so its variation is $-\tfrac12\operatorname{Tr}K[D_A]\,\delta D_A$. The second term varies as $\tfrac43C_x\int\rho_A^{1/3}\delta\rho_A=-\operatorname{Tr}V_x[\rho_A]\,\delta D_A$, where $V_x$ is the matrix of $-\tfrac43C_x\rho_A^{1/3}$. With $\delta D_A=L\,\delta D\,L^T$ and cyclic invariance of the trace,

$$F=F_{\rm LDA}[D]+L^T\!\left(-\tfrac12K[D_A]-V_x[\rho_A]\right)\!L .$$

For $D=2CC^T$, $\delta E=4\operatorname{Tr}C^TF\,\delta C$; the constraint $C^TSC=1$ with multipliers $\varepsilon$ gives $FC=SC\varepsilon$. This $F$ was tested against finite differences of $E$ for both choices of $L$ used below, and the two limits against independent RHF and LDA energies.

For two electrons $D=2cc^T$ and $D_A=2(Lc)(Lc)^T$. Write the A part of the orbital as $\sqrt{n/2}\,\hat a$ with $\hat a$ normalised, so that $n=\operatorname{Tr}D_AS_{AA}$ and $D_A=n\,\hat a\hat a^T$. The exchange term holds two factors of $D_A$ and $\rho_A=n\hat a^2$, hence

$$\Delta(n)=-\tfrac14n^2J+Xn^{4/3},\qquad J=(\hat a\hat a|\hat a\hat a),\quad X=C_x\!\int\!|\hat a|^{8/3}.$$

## First estimate by scaling

Under $\hat a(\mathbf r)\to\ell^{-3/2}\hat a(\mathbf r/\ell)$, $J$ scales as $1/\ell$, and $X$ as $\ell^{-4}\ell^{3}=1/\ell$. The ratio $X/J$ depends on shape and not on size. The estimate borrows both from the STO-3G $1s$ function: $J=0.775$ Eh, $X=0.264$ Eh, $X/J=0.340$.

Setting $\Delta=0$ gives $n^{2/3}=4X/J$, so $n^*=(4X/J)^{3/2}=1.59$. Setting $d\Delta/dn=-nJ/2+\tfrac43Xn^{1/3}=0$ gives $n_b=(8X/3J)^{3/2}=(2/3)^{3/2}n^*=0.86$. At fixed shape $\Delta$ rises to a maximum at $n_b$, crosses zero at $n^*$ and then falls as $-n^2J/4$.

How far $n$ can go is seen with two normalised functions $a$, $b$ of overlap $s$. The orbital $(a-sb)/\sqrt{1-s^2}$ has norm $(1-2s^2+s^2)/(1-s^2)=1$, and its A coefficient gives $n=2/(1-s^2)$. In a larger basis $s$ is guessed to be the closest overlap $\sigma$ between the A and B spans, with $\sigma^2=0.4347$, $0.9292$, $0.9993563$ in the three bases, so $n\approx3.54$, $28.3$, $3107$. The price is $E_{\rm LDA}$ of a normalised, antibonding-like orbital. It depends on the total density, which integrates to 2 whatever $\sigma$ is, and is guessed at roughly 1 Eh above the ground state. The gains, in Eh, are

$$\Delta(3.54)\approx-2.42+1.42=-1.0,\qquad \Delta(28.3)\approx-155+23=-132,$$

$$\Delta(3107)\approx-1.87\times10^{6}+0.01\times10^6=-1.86\times10^6 .$$

The estimate predicts a collapse of depth about $J/(1-\sigma^2)^2$ in the two larger bases and cannot decide STO-3G, where gain and price are equal within its accuracy. If $n$ could be held to 2, the gain would be at most $|\Delta(2)|=|-0.775+2.520\times0.264|=0.11$ Eh for this shape, and no collapse would occur.

## Exact solution: AO blocking

**Block traces.** Splitting the trace, and using $\operatorname{Tr}D_{AB}S_{BA}=\operatorname{Tr}D_{BA}S_{AB}$ for symmetric matrices,

$$N=N_{AA}+N_{BB}+N_x,\qquad N_{AA}=\operatorname{Tr}D_{AA}S_{AA},\quad N_x=2\operatorname{Tr}D_{AB}S_{BA}.$$

The sum is fixed, while $N_x$ may have either sign.

**Occupation bound.** The occupations of the block are the eigenvalues of $S_{AA}^{1/2}D_{AA}S_{AA}^{1/2}$. Let $\Gamma=\tfrac12S^{1/2}DS^{1/2}$. Then $\Gamma^2=\tfrac14S^{1/2}(DSD)S^{1/2}=\Gamma$, so $\Gamma$ is a projector and $0\le\Gamma\le1$. Multiplying by $S^{-1/2}$ on both sides gives $0\le D\le2S^{-1}$. Expectation values in vectors with zero B part give $0\le D_{AA}\le2(S^{-1})_{AA}$. To find that block, set $Q=S_{BB}^{-1}S_{BA}$ and

$$V=\begin{pmatrix}1&0\\-Q&1\end{pmatrix},\qquad SV=\begin{pmatrix}S_{AA}-S_{AB}Q&S_{AB}\\0&S_{BB}\end{pmatrix}.$$

Multiplying by $V^T$ subtracts $Q^T$ times the second row from the first, and $S_{AB}-Q^TS_{BB}=0$. So $V^TSV=\operatorname{diag}(S_{AA}-S_{AB}Q,\,S_{BB})$, and $S^{-1}=V\operatorname{diag}(\dots)^{-1}V^T$ has the A block $(S_{AA}-S_{AB}Q)^{-1}$. With $M=S_{AA}^{-1/2}S_{AB}S_{BB}^{-1/2}$ one has $S_{AA}-S_{AB}Q=S_{AA}^{1/2}(1-MM^T)S_{AA}^{1/2}$, and therefore

$$0\le S_{AA}^{1/2}D_{AA}S_{AA}^{1/2}\le2(1-MM^T)^{-1},\qquad n_{\max}=\frac{2}{1-\sigma^2},$$

where $\sigma$ is the largest singular value of $M$. The Pauli limit of 2 is recovered at $\sigma=0$, and the bound diverges as the two spans approach linear dependence.

**The bound is attained.** Let $MM^Tu=\sigma^2u$ with $|u|=1$, and let $a$ be the normalised A function with coefficients $S_{AA}^{-1/2}u$. The projector $P_B$ onto the B span turns $a$ into the B function with coefficients $QS_{AA}^{-1/2}u$, so $\langle a|P_B|a\rangle=u^TMM^Tu=\sigma^2$. The extremal orbital

$$\psi_t=\frac{a-P_Ba}{\sqrt{1-\sigma^2}}$$

is normalised because $\langle a|1-P_B|a\rangle=1-\sigma^2$. Its A part has squared norm $1/(1-\sigma^2)$, its B part $\sigma^2/(1-\sigma^2)$, and their overlap is $-\sigma^2/(1-\sigma^2)$. Double occupation gives

$$N_{AA}=\frac{2}{1-\sigma^2},\qquad N_{BB}=\frac{2\sigma^2}{1-\sigma^2},\qquad N_x=-\frac{4\sigma^2}{1-\sigma^2},$$

which add to 2. In cc-pVDZ, $1-\sigma^2=0.070757$, $N_{AA}=2/0.070757=28.266$, and $28.266+26.266-52.532=2.000$. The total density is an ordinary two-electron density made by the near cancellation of two large functions; $\Delta$ sees one of them without the other. The value of $n_{\max}$ was tested against a generalised eigenproblem and the inverse overlap, and 150 random determinants per basis (one orbital in STO-3G, one to three in the others) stayed inside the bound, with top occupations $3.538$, $21.3$ and $1849$.

**Collapse without iteration.** Since $\psi_t$ is an allowed orbital, $\min E\le E_{\rm LDA}[\psi_t]+\Delta(n_{\max})$. With the true $J$ and $X$ of $a$, in Eh:

| | STO-3G | cc-pVDZ | aug-cc-pVDZ |
|---|---|---|---|
| $n_{\max}$ | 3.538 | 28.27 | 3107 |
| $J$ | 0.7746 | 0.8088 | 0.4133 |
| $X$ | 0.2636 | 0.2776 | 0.1404 |
| $E_{\rm LDA}[\psi_t]$ | 0.363 | 4.695 | 1.520 |
| $-n^2J/4$ | $-2.424$ | $-161.55$ | $-9.975\times10^5$ |
| $Xn^{4/3}$ | 1.421 | 23.90 | $6.37\times10^3$ |
| $E[\psi_t]$ | $-0.640$ | $-132.95$ | $-9.911\times10^5$ |

For cc-pVDZ, $28.266^2\times0.80879/4=161.55$ and $4.695-161.548+23.901=-132.95$. The parent energies in that basis are $E_{\rm RHF}=-1.1287$ Eh and $E_{\rm LDA}=-1.0373$ Eh; both omit correlation and are limited by the basis, and serve as markers of the physical range. An allowed determinant more than 130 Eh below both proves that the lowest state is unphysical, and the same holds in aug-cc-pVDZ. The energy remains finite in a finite basis, because $n\le n_{\max}$ and $J$ is bounded. In STO-3G, $E[\psi_t]$ lies above the parents and proves nothing. The LDA integrals use a grid of 15792 points, on which $N_{AA}$ of $\psi_t$ was tested to $5\times10^{-4}$ relative; a like error in $6.37\times10^3$ Eh is a few Eh, so the augmented energies are quoted to four figures at most.

**Minimal basis.** With one function per atom $\sigma=s=\sqrt{0.4347}=0.6593$, and every real orbital is $\cos\theta\,g+\sin\theta\,u$ with $g,u=(a\pm b)/\sqrt{2(1\pm s)}$. The A coefficient is

$$c_A=\frac{\cos\theta}{\sqrt{2(1+s)}}+\frac{\sin\theta}{\sqrt{2(1-s)}},\qquad n=2c_A^2 .$$

At $\theta=0$, $N_{AA}=N_{BB}=1/(1+s)=0.6027$ and $N_x=4s/[2(1+s)]=0.7947$: even the physical state does not put one electron in each block. The maximum of $p\cos\theta+q\sin\theta$ is $\sqrt{p^2+q^2}$, reached at $\cos\theta=p/\sqrt{p^2+q^2}$. Here $p^2+q^2=1/(1-s^2)$, so $n=2/(1-s^2)$ at $\cos\theta=\sqrt{(1-s)/2}=0.4127$, or $65.6^\circ$. The shape $\hat a$ is fixed, so $\Delta(n)$ holds with the tabulated $J$, $X$ for all $\theta$. A scan of the full angle gives the lowest energy $-0.96498$ Eh, matching the minimum reached from $g$, $E=-1.0203+0.0553=-0.9650$ Eh at $N_{AA}=0.4896$. The correction follows from the formula: $-0.4896^2\times0.77461/4+0.26359\times0.4896^{4/3}=-0.0464+0.1017=0.0553$. Since $0.60<n_b$, $d\Delta/dn>0$ and charge leaves A, from $0.6027$ to $0.4896$. There is no collapse, yet the energy lies $0.152$ Eh ($4.13$ eV) above RHF and $0.060$ Eh above LDA. The rise above LDA follows from $\Delta>0$ for $n<n^*$; LDA itself lies $0.092$ Eh above RHF.

The search started from $\psi_t$ finds a second local minimum at $N_{AA}=3.292$, $N_x=-1.970$, with $E=0.0939-0.8079=-0.7140$ Eh and curvature $1.11$ Eh per rad². The unphysical state is already present in the minimal basis, $0.251$ Eh above the physical one.

**Larger bases.** Minima were found by trust-region Newton steps and tested against $Fc=\varepsilon Sc$ with an independently built $F$. From $\psi_t$, cc-pVDZ relaxes to $E=5.1674-141.8725=-136.7051$ Eh with traces $27.94$, $25.91$, $-51.85$, which is $135.6$ Eh ($3.69$ keV) below RHF. Here $n$ is below $n_{\max}$ and $\Delta$ is more negative than at $\psi_t$; the tabulated $J$, $X$ would give $\Delta(27.94)=-157.88+23.54=-134.34$ Eh, so the shape $\hat a$ has changed, as $\Delta$ depends on nothing but $n$, $J$ and $X$. From the LDA orbital, cc-pVDZ stops instead at a local minimum, $E=-1.0217+0.0234=-0.9983$ Eh, lowest curvature $2.7$ Eh per rad². Its traces are $0.181$, $1.225$, $0.595$ against $0.579$, $0.579$, $0.841$ for the LDA orbital: block A has been drained, in the direction that $d\Delta/dn>0$ gives at fixed shape. On the rotation from the LDA orbital to $\psi_t$ the energy starts at $-0.980$ Eh, reaches a top of $-0.955$ Eh, and is $-4.9$ Eh at a quarter of the $82.8^\circ$. That top lies $0.043$ Eh above the local minimum and belongs to this path; the saddle was not located. A converged calculation in this basis can thus look healthy while being metastable by $135.7$ Eh.

In aug-cc-pVDZ both starts end at $E=-9.916\times10^5$ Eh ($-2.70\times10^7$ eV from RHF) with $N_{AA}=3106$, and the path shows no sampled point above its start, $-0.980$ Eh. This does not mean that the physical minimum has gone. For a small rotation $\theta$ towards $\psi_t$, which is nearly orthogonal to the LDA orbital ($89.3^\circ$), the A part gains about $\theta\,a/\sqrt{1-\sigma^2}$. Its norm $\sqrt{n/2}$ must grow from $\sqrt{0.293}=0.54$ to $\sqrt{n_b/2}=0.66$, which takes an added amplitude of $0.12$ if $a$ is parallel to the existing part and $\sqrt{0.431-0.293}=0.37$ if orthogonal. With $\sqrt{1-\sigma^2}=0.0254$, this fixed-shape estimate puts a barrier at $0.2^\circ$ to $0.5^\circ$, inside the first of the 80 path steps of $1.1^\circ$ and inside the first trust radius of $0.05$ rad. Sampled finely, the path does have a top, at $0.13^\circ$, somewhat before the estimated range and $0.003$ Eh above the start. With $0.266$ for cc-pVDZ the estimate gives $2^\circ$ to $6^\circ$, which steps of $1.0^\circ$ resolve; the top of that path lies at $3.8^\circ$. The estimate locates the maximum of $\Delta$ at fixed shape, not that of the total energy. In cc-pVDZ $\Delta$ peaks at $2.1^\circ$ with $n=0.88$, and since $E_{\rm LDA}$ is still rising the total peaks later, at $n=1.16$. In aug-cc-pVDZ both peak at $n=0.76$, short of $n_b$, so the change of shape along the path matters there. That the trust-region search from the LDA orbital ends in the collapsed state reflects how its steps are chosen: a step-limited descent from the same orbital stops at a local minimum, $E=-1.0226$ Eh with $N_{AA}=0.138$ and lowest curvature $1.6$ Eh per rad², so the physical state is metastable in this basis too. The curvatures near 8 listed for collapsed states are not physical: the norm $r$ of the search vector is held by a penalty $(r^2-1)^2$, whose second derivative $12r^2-4$ equals 8 at $r=1$, and the orbital rotations are stiffer than that.

## Exact solution: block orthogonalisation

Keep A and replace each B function by $\phi'_B=(1-P_A)\phi_B$. The projection $P_A\phi_B$ has A coefficients $P=S_{AA}^{-1}S_{AB}$, so the row of functions becomes $\phi'=\phi U$ with

$$U=\begin{pmatrix}1&-P\\0&1\end{pmatrix},\qquad SU=\begin{pmatrix}S_{AA}&0\\S_{BA}&S_{BB}-S_{BA}P\end{pmatrix},$$

using $S_{AB}-S_{AA}P=0$. Multiplying by $U^T$ subtracts $P^T$ times the first row from the second, and $S_{BA}-P^TS_{AA}=0$, so $S'=U^TSU=\operatorname{diag}(S_{AA},\,S_{BB}-S_{BA}P)$. The density operator is unchanged, $\phi D\phi^T=\phi'D'\phi'^T=\phi UD'U^T\phi^T$, so $D'=U^{-1}DU^{-T}$. The inverse of $U$ has $+P$ in place of $-P$, and its first block row is

$$L=(1\;\;P)=S_{AA}^{-1}(S_{AA}\;\;S_{AB}),\qquad D'_{AA}=LDL^T=S_{AA}^{-1}(SDS)_{AA}S_{AA}^{-1}.$$

The span is the same, so $E_{\rm LDA}[D]$ is the same, and the A functions and their integrals are the same. Block orthogonalisation (BO) changes $L$ in $\Delta$ and $F$. For one orbital $Lc=S_{AA}^{-1}(Sc)_A$ holds the coefficients of $P_A\psi$: the block is now a projection of the orbital and not a selection of its coefficients.

**Occupations.** $D'S'D'=U^{-1}DSDU^{-T}=2D'$, so the earlier argument gives $D'_{AA}\le2(S'^{-1})_{AA}=2S_{AA}^{-1}$, because $S'$ is block diagonal. The occupations lie in $[0,2]$. Also $N=\operatorname{Tr}D'S'=N'_A+N'_B$ with no cross term, and both parts are traces of products of positive matrices, so $0\le N'_A\le N$. The random determinants reached $1.999$, $1.991$ and $1.868$ at most.

**The extremal state.** The A coefficients of $P_AP_Ba$ are $PQS_{AA}^{-1/2}u=S_{AA}^{-1/2}MM^Tu$, so $P_AP_Ba=\sigma^2a$, $P_A\psi_t=\sqrt{1-\sigma^2}\,a$ and $N'_A=2(1-\sigma^2)$: $1.131$, $0.1415$, $0.0013$. In cc-pVDZ, $\Delta'=-0.1415^2\times0.80879/4+0.27759\times0.1415^{4/3}=-0.0040+0.0205$, which is $0.0164$ Eh before rounding, and the same determinant moves from $-132.95$ to $4.6951+0.0164=4.7115$ Eh. The determinant and $E_{\rm LDA}$ are untouched, so the collapse came from the block occupation. That this state, and in the larger bases the relaxed collapsed state, lie above the BO minimum was tested.

**Lower bound.** Diagonalise the block in orthonormal A functions $\chi_i$ with occupations $n_i\ge0$; then $\operatorname{Tr}D'_{AA}K[D'_{AA}]=\sum_{ij}n_in_j(ij|ij)$. In an orthonormal A basis let $G_{(pq),(rs)}=(pq|rs)$, with top eigenvalue $\bar J$. If $\chi_i$ has the unit coefficient vector $v_i$, then $(ij|ij)=w^TGw$ with $w=v_i\otimes v_j$ of unit length, so $(ij|ij)\le\bar J$. The LDA term of $\Delta$ is non-negative, and

$$\Delta'\ge-\tfrac14N_A'^2\bar J\ge-\tfrac14N^2\bar J .$$

$\bar J$ depends on the A basis alone. The first inequality holds for AO blocking too, with $N_{AA}$; the second needs $N'_A\le N$ and is what BO supplies. For $N=2$, $\Delta'\ge-0.78$, $-3.30$, $-4.00$ Eh. These are loose bounds and not values, but the collapsed corrections $-141.9$ and $-9.9\times10^5$ Eh lie far beyond them. Since $\bar J\ge(\hat a\hat a|\hat a\hat a)$ for every normalised A function, and this integral scales as $1/\ell$, tight functions raise $\bar J$ without limit, and the bound says nothing about the complete-basis limit.

**Minima.** Three starts per basis (LDA orbital, $\psi_t$, a random vector) reach the same energy to six decimals, which is evidence for a global minimum and not a proof. The orbital was tested to be the lowest eigenvector of $F$, with positive curvature. In Eh:

| | STO-3G | cc-pVDZ | aug-cc-pVDZ |
|---|---|---|---|
| $E_{\rm LDA}$ part | $-1.01328$ | $-1.03141$ | $-1.03452$ |
| $\Delta'$ | $-0.03909$ | $-0.06718$ | $-0.07477$ |
| $E_{\rm BO}$ | $-1.05238$ | $-1.09860$ | $-1.10929$ |
| $N'_A$ | 1.758 | 1.910 | 1.942 |
| $E_{\rm BO}-E_{\rm RHF}$ | 0.0643 | 0.0301 | 0.0195 |

The last row is $1.75$, $0.82$ and $0.53$ eV. In STO-3G the formula gives $-1.7575^2\times0.77461/4+0.26359\times1.7575^{4/3}=-0.5982+0.5591=-0.0391$.

The cure has a cost: A and B are no longer equivalent. For the symmetric orbital $g$, $N'_A=2\langle a|g\rangle^2=2(1+s)^2/[2(1+s)]=1+s=1.6593$, leaving $1-s$ to B. As $1.66>n_b$, $d\Delta/dn<0$ and relaxation draws more charge into A, to $1.7575$, the reverse of the AO case. If the A span holds the whole orbital, $P_A\psi=\psi$, the LDA terms cancel and $E=E_{\rm HF}[\psi]$. The three bases move towards that limit: $N'_A$ approaches 2, and the share $(E_{\rm LDA}-E_{\rm BO})/(E_{\rm LDA}-E_{\rm RHF})$ is $0.0274/0.0917=0.30$, $0.0613/0.0914=0.67$, $0.0713/0.0908=0.79$. At this bond length a flexible basis on one atom holds most of the norm of the orbital, so the share of the orbital treated at the high level depends on the basis placed on A and not on the atom alone. The norm is not the bond: an RHF orbital confined to the A functions gives $-0.967$ Eh in cc-pVDZ and $-1.008$ Eh in aug-cc-pVDZ, against $-0.999$ Eh for two separated atoms and $-1.129$ Eh for the full basis. That $E_{\rm BO}$ falls between its parents is observed here; no inequality derived above requires it.

## Estimate against exact solution

The guess $n=2/(1-\sigma^2)$ is the attained upper bound, and the relaxed collapsed states use $27.943/28.266=98.9\%$ and $3106.4/3107.1=99.98\%$ of it. The borrowed ratio $X/J=0.340$ compares with $0.27759/0.80879=0.343$ and $0.14042/0.41330=0.340$, and $n^*=1.588$ with $1.609$ and $1.584$; scaling guarantees independence of size, while the near independence of shape is a finding for these three functions.

The depth needs $J$ itself. In cc-pVDZ the estimated $\Delta=-132$ Eh misses the relaxed $-141.9$ Eh by 7% of the latter, the borrowed $J$ being 4% below that of $a$ and 9% below the $0.854$ Eh of the relaxed shape. In aug-cc-pVDZ the estimate $-1.86\times10^6$ Eh is $1.87$ times the computed $-9.92\times10^5$ Eh, which is the ratio $0.7746/0.4133=1.87$ of the two $J$. The upper bound $E[\psi_t]$ lies above the relaxed energy by $3.75$ Eh (2.7% of it) and by about $4\times10^2$ Eh (0.04%).

The price guessed at 1 Eh is $0.363+1.025=1.39$, $4.695+1.037=5.73$ and $1.520+1.038=2.56$ Eh. It does not follow $n_{\max}$, rising from the first basis to the second and falling from the second to the third, and its error is 3% of the depth in cc-pVDZ and negligible in the augmented basis. In STO-3G it decides the answer: $1.39$ Eh exceeds the gain of $1.00$ Eh. The estimate compares end points and therefore misses the metastable states, the unphysical one in STO-3G and the physical ones in cc-pVDZ and aug-cc-pVDZ. For BO it gave $0.11$ Eh as the largest gain at the $1s$ shape; the computed $|\Delta'|$ of $0.039$ to $0.075$ Eh, at $N'_A<2$, are of that size. The closed form of $\Delta(n)$ holds for one occupied orbital, while the occupation bounds and the bound with $\bar J$ hold for any closed-shell determinant. The computed energies, occupations and integrals are in the numerical output below, except the finely sampled path tops, the physical local minimum in aug-cc-pVDZ, the $J$ of the relaxed shape in cc-pVDZ, and the one-centre and separated-atom energies, which it does not list; the other figures are the guesses named as such or follow by arithmetic.

## Calculated quantities

```
H2, R 1.4 bohr, N 2 e, Cx 0.738559 a.u., 1 Eh = 27.211386 eV
--- sto-3g: 2 AOs, 1 on A, 15792 grid points
sigma^2 0.434700, n_max 3.5379 e, Jbar 0.7746 Eh
E_RHF -1.116714 Eh, E_xLDA -1.025010 Eh
random dets, top occupation: AO 3.538 e, BO 1.9987 e
LDA orbital N_AA N_BB N_x: 0.6027 0.6027 0.7947 e, N_A' 1.6593 e
extremal N_AA N_BB N_x: 3.5379 1.5379 -3.0759 e, N_A' 1.1306 e
extremal J 0.77461 Eh, X 0.26359 Eh, n* 1.5880 e
extremal E_LDA 0.3631, HFx -2.424, -LDAx 1.421 Eh
extremal E AO -0.640 Eh; BO Delta 0.0629, E 0.4260 Eh
path 65.6 deg, quarters: -0.961 -0.823 -0.713 -0.714 -0.640 Eh, top -0.6398 Eh
AO from LDA: E -0.9650 = -1.0203 + (0.0553) Eh, curv 4.06 Eh
   N_AA N_BB N_x: 0.4896 0.7248 0.7856 e
AO from extremal: E -0.7140 = 0.0939 + (-0.8079) Eh, curv 1.11 Eh
   N_AA N_BB N_x: 3.2921 0.6781 -1.9702 e
BO: E -1.052375 = -1.013283 + (-0.039092) Eh, curv 4.99 Eh
   N_A' 1.7575 e, other starts E -1.052375 -1.052375 Eh
lowest AO - RHF 0.1517 Eh = 4.13 eV
BO - RHF 0.064339 Eh = 1.7508 eV
full angle scan, AO minimum -0.96498 Eh
--- cc-pvdz: 10 AOs, 5 on A, 15792 grid points
sigma^2 0.929243, n_max 28.2660 e, Jbar 3.2922 Eh
E_RHF -1.128709 Eh, E_xLDA -1.037289 Eh
random dets, top occupation: AO 21.258 e, BO 1.9911 e
LDA orbital N_AA N_BB N_x: 0.5794 0.5794 0.8411 e, N_A' 1.8650 e
extremal N_AA N_BB N_x: 28.2660 26.2660 -52.5319 e, N_A' 0.1415 e
extremal J 0.80879 Eh, X 0.27759 Eh, n* 1.6086 e
extremal E_LDA 4.6951, HFx -161.548, -LDAx 23.901 Eh
extremal E AO -132.952 Eh; BO Delta 0.0164, E 4.7115 Eh
path 82.8 deg, quarters: -0.980 -4.918 -38.123 -99.512 -132.952 Eh, top -0.9553 Eh
AO from LDA: E -0.9983 = -1.0217 + (0.0234) Eh, curv 2.7 Eh
   N_AA N_BB N_x: 0.1809 1.2246 0.5945 e
AO from extremal: E -136.7051 = 5.1674 + (-141.8725) Eh, curv 8 Eh
   N_AA N_BB N_x: 27.9434 25.9072 -51.8506 e
BO: E -1.098597 = -1.031414 + (-0.067183) Eh, curv 2.8 Eh
   N_A' 1.9102 e, other starts E -1.098597 -1.098597 Eh
lowest AO - RHF -135.5763 Eh = -3689.22 eV
BO - RHF 0.030112 Eh = 0.8194 eV
--- aug-cc-pvdz: 18 AOs, 9 on A, 15792 grid points
sigma^2 0.999356, n_max 3107.0607 e, Jbar 3.9909 Eh
E_RHF -1.128788 Eh, E_xLDA -1.037978 Eh
random dets, top occupation: AO 1848.502 e, BO 1.8681 e
LDA orbital N_AA N_BB N_x: 0.5858 0.5858 0.8283 e, N_A' 1.9212 e
extremal N_AA N_BB N_x: 3107.0607 3105.0607 -6210.1215 e, N_A' 0.0013 e
extremal J 0.41330 Eh, X 0.14042 Eh, n* 1.5842 e
extremal E_LDA 1.5204, HFx -997490.466, -LDAx 6366.226 Eh
extremal E AO -991122.720 Eh; BO Delta 0.0000, E 1.5204 Eh
path 89.3 deg, quarters: -0.980 -22927.258 -253566.419 -726203.463 -991122.720 Eh, top -0.9804 Eh
AO from LDA: E -991551.4509 = 1.5017 + (-991552.9526) Eh, curv 8.07 Eh
   N_AA N_BB N_x: 3106.3904 3104.3904 -6208.7808 e
AO from extremal: E -991551.4509 = 1.5017 + (-991552.9526) Eh, curv 8.07 Eh
   N_AA N_BB N_x: 3106.3904 3104.3904 -6208.7808 e
BO: E -1.109285 = -1.034520 + (-0.074765) Eh, curv 1.9 Eh
   N_A' 1.9424 e, other starts E -1.109285 -1.109285 Eh
lowest AO - RHF -991550.3222 Eh = -26981458.80 eV
BO - RHF 0.019503 Eh = 0.5307 eV
```
